# The Mott-Ioffe-Regel resistivity and narrow copper lines

## Problem

Treat copper as a free-electron metal with one conduction electron per atom, at a density of roughly \(n=8.5\times10^{28}\ \mathrm{m^{-3}}\). Its room-temperature resistivity is roughly 1.7 µΩ cm in bulk and roughly 10 µΩ cm in lines about 15 nm wide. These are rough measured sizes; the line value varies with grain size, liner and the cross-section assumed.

(a) What resistivity follows from setting \(k_F\lambda=1\), where \(k_F\) is the Fermi wavenumber and \(\lambda\) the mean free path? How much does it change with other forms of the criterion?

(b) What does the condition mean for the electron states, and how far can the Drude formula be trusted there?

(c) How close are the copper lines to this scale?

(d) Could surface scattering alone bring a line there, if the line were made narrow enough?

Assume a spherical Fermi surface, isotropic elastic scattering and a temperature far below the Fermi temperature. The details of copper's band structure are left out.

## Solution

### (a) The resistivity at \(k_F\lambda=1\)

In a periodic box of volume \(V\), each wavevector occupies a volume \((2\pi)^3/V\) of \(k\) space and holds two spins. Filling a sphere of radius \(k_F\) gives

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2 n)^{1/3}.
\]

Let the electron charge be \(-e\), with \(e>0\). A field \(E\) acting for the relaxation time \(\tau\) gives a mean drift velocity \(-eE\tau/m\). The current density is \(-ne\) times this velocity, so \(\sigma=ne^2\tau/m\). With \(\tau=\lambda/v_F\) and \(v_F=\hbar k_F/m\),

\[
\sigma=\frac{k_F^3}{3\pi^2}\,\frac{e^2}{m}\,\frac{m\lambda}{\hbar k_F}
=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}.
\]

The mass cancels. The inverse can be written as

\[
\rho=\frac{3\pi^2\hbar}{e^2k_F}\,\frac{1}{k_F\lambda},
\qquad
\rho_{\rm MIR}=\frac{3\pi^2\hbar}{e^2k_F}\quad(k_F\lambda=1).
\]

The given density yields \(k_F=13.6\ \mathrm{nm^{-1}}\). With \(\hbar/e^2=4108.2\ \Omega\),

\[
\rho_{\rm MIR}=\frac{29.61\times4108.2\ \Omega}{1.36\times10^{10}\ \mathrm{m^{-1}}}
=8.94\times10^{-6}\ \Omega\,\mathrm{m}=894\ \mu\Omega\,\mathrm{cm}.
\]

As an estimate this is about 900 µΩ cm. Since \(\rho_{\rm MIR}\propto n^{-1/3}\), an error of 10% in the density shifts it by about 3%. The choice of criterion matters far more:

- If \(\lambda\) equals the spacing \(n^{-1/3}=0.227\) nm, then \(k_F\lambda=(3\pi^2)^{1/3}=3.094\) and the resistivity is \(894/3.094=289\) µΩ cm.
- If \(\lambda\) equals the Fermi wavelength, then \(k_F\lambda=2\pi\) and the resistivity is 142 µΩ cm.

The criterion therefore marks a range of resistivity, not a sharp value.

### (b) Meaning of the condition, and a Kubo estimate

The probability of remaining in a plane-wave state decays as \(e^{-t/\tau}\), so the amplitude decays as \(e^{-t/2\tau}\). The level thus has a half-width \(\Gamma=\hbar/(2\tau)\). Using \(\tau=m\lambda/(\hbar k_F)\),

\[
\Gamma=\frac{\hbar^2k_F}{2m\lambda}
=\frac{\hbar^2k_F^2}{2m}\,\frac{1}{k_F\lambda}
=\frac{E_F}{k_F\lambda}.
\]

At \(k_F\lambda=1\) the half-width equals the Fermi energy, here 7.05 eV. An electron no longer has a well-defined energy at a given wavevector, which is what the Drude argument assumed.

The Kubo approach allows for this width. Take a fixed arrangement of scatterers and a field \(E_0\cos\omega t\), described by the vector potential \(-(E_0/\omega)\sin\omega t\). The perturbation is \(-(eE_0/\omega)v_x\sin\omega t\). Each of its two frequency components has half this amplitude, so the golden rule gives the net absorbed power, including spin, as

\[
P=2\sum_{ab}(f_a-f_b)\,\hbar\omega\,\frac{2\pi}{\hbar}\,
\frac{e^2E_0^2}{4\omega^2}|v_{ab}|^2\,\delta(E_b-E_a-\hbar\omega),
\]

where \(f_a\) is the occupation of state \(a\) and \(v_{ab}\) is a matrix element of \(v_x\). Set \(P=V\sigma E_0^2/2\). As \(\omega\to0\) at low temperature, \(f_a-f_b\to\hbar\omega\,\delta(E_a-E_F)\), and

\[
\sigma=\frac{2\pi e^2\hbar}{V}\sum_{ab}|v_{ab}|^2\,\delta(E_F-E_a)\,\delta(E_F-E_b).
\]

Now average over the positions of the scatterers, treating the two delta functions as independent. Each becomes \(-\mathrm{Im}\,G/\pi\), with \(G=1/(E_F-\varepsilon+i\Gamma)\) and \(\varepsilon=\hbar^2k^2/2m\). This is the bubble approximation:

\[
\sigma=\frac{2e^2\hbar}{\pi}\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,(\mathrm{Im}\,G)^2 .
\]

The ladder correction, which describes successive scattering shared by the two factors, contains \(\sum_{\mathbf k}v_x|G|^2\), \(\sum_{\mathbf k}v_xG^2\) or the conjugate of the latter when scattering is isotropic. These sums vanish because \(v_x\) is odd in \(\mathbf k\) and \(G\) is even. Interference corrections that lead towards localization are left out.

The angular average of \(v_x^2\) is \(2\varepsilon/(3m)\), and the density of states varies as \(\varepsilon^{1/2}\). The integrand therefore contains \(\varepsilon^{3/2}\). Measure energies in units of \(E_F\), with \(x=\varepsilon/E_F\), \(g=\Gamma/E_F\) and

\[
L=\frac{g}{(x-1)^2+g^2}.
\]

For small \(g\), \(\int L^2dx=\pi/(2g)\), and the result must be the Drude value: writing the density of states per spin as \(C\varepsilon^{1/2}\), with \(n=\tfrac43CE_F^{3/2}\), gives

\[
\sigma\to\frac{2e^2\hbar}{\pi}\,\frac{2}{3m}\,CE_F^{3/2}\,\frac{\pi}{2\Gamma}
=\frac{ne^2\hbar}{2m\Gamma}=\frac{ne^2\tau}{m}.
\]

The ratio of the bubble to the Drude conductivity is hence

\[
R=\frac{2g}{\pi}\int_0^\infty x^{3/2}L^2\,dx .
\]

Here \(\Gamma\) is the same at all energies, the chemical potential stays at \(E_F\), and \(n\) in the Drude formula is the density of the unbroadened gas. The comparison is thus made at fixed \(E_F\), not at fixed density. A \(\Gamma\) that stays constant for electron energies far below the band does not define a density: the part of a high level lying below \(E_F\) then falls only as \(\Gamma/(\pi\varepsilon)\), while the density of states grows as \(\varepsilon^{1/2}\), so the total number of electrons would diverge. A width that is independent of \(\mathbf k\) but vanishes below the band edge gives a finite density; that case is treated at the end of this part. The conductivity integral converges, because it contains the square of the Lorentzian.

Differentiating \(L\) shows that \(2L^2=L/g-\partial L/\partial g\). It is then enough to know \(I=\int_0^X x^{3/2}L\,dx\) for a large cutoff \(X\). Put \(z=1+ig\), so that \(L=\mathrm{Im}\,[1/(x-z)]\), and substitute \(x=s^2\):

\[
\int_0^X\frac{x^{3/2}dx}{x-z}
=2\int_0^{\sqrt X}\left(s^2+z+\frac{z^2}{s^2-z}\right)ds .
\]

Closing the contour in the upper half-plane gives \(\int_0^\infty ds/(s^2-z)=i\pi/(2\sqrt z)\), with \(\mathrm{Im}\sqrt z>0\). Taking the imaginary part,

\[
I=2g\sqrt X+\pi\,\mathrm{Re}\,z^{3/2}+O(X^{-1/2}).
\]

The growing term cancels in \(I/g-\partial I/\partial g\). Since \(\partial z/\partial g=i\), the derivative of \(\mathrm{Re}\,z^{3/2}\) is \(-\tfrac32\mathrm{Im}\,z^{1/2}\), and

\[
R=\frac{g}{\pi}\left(\frac Ig-\frac{\partial I}{\partial g}\right)
=\mathrm{Re}\,z^{3/2}+\frac{3g}{2}\,\mathrm{Im}\,z^{1/2}.
\]

For weak scattering, \(\mathrm{Re}\,z^{3/2}\approx1-\tfrac38g^2\) and \(\mathrm{Im}\,z^{1/2}\approx g/2\), so \(R\approx1+\tfrac38g^2\). At \(g=1\), \(z=\sqrt2\,e^{i\pi/4}\) and

\[
R=2^{3/4}\cos\frac{3\pi}{8}+\frac32\,2^{1/4}\sin\frac{\pi}{8}=1.326 .
\]

With \(\mathrm{Re}\,z\) held at 1, the bubble resistivity at the limit would be \(894/1.326=674\) µΩ cm. This excess conductivity depends on that choice. For point scatterers treated self-consistently, the self-energy is independent of \(\mathbf k\) and, apart from a constant shift, obeys \(\Sigma=-ia\sqrt{E-\Sigma}\) in units of the unbroadened \(E_F\). With \(s^2=E-\Sigma\) this gives \(s=ia/2+\sqrt{E-a^2/4}\). The density of states, proportional to \(\mathrm{Re}\,s\), is the free one shifted by \(a^2/4\). At fixed density the chemical potential is therefore \(1+a^2/4\), so \(s=1+ia/2\), \(z=s^2=1-a^2/4+ia\) and \(g=a\). The formula for \(R\) holds for any real part of \(z\) and now gives

\[
R=\mathrm{Re}\,s^3+\frac{3g}{2}\,\mathrm{Im}\,s=1-\tfrac34g^2+\tfrac34g^2=1 .
\]

At fixed density the self-consistent bubble thus reproduces the Drude value, and the level width alone does not correct it. The departures come from the neglected interference (crossed) diagrams. For white-noise disorder these lower \(\sigma\) already at first order in \(g\), by about \(\pi g/6\) at fixed \(\Gamma\) when \(g\) is small. Near \(g=1\) the expansion in \(g\) is uncontrolled, so 894 µΩ cm marks a scale and is not a prediction.

### (c) Comparison with the lines

Inverting the Drude result gives an effective value for a line of 10 µΩ cm:

\[
k_F\lambda_{\rm eff}=\frac{\rho_{\rm MIR}}{\rho}=\frac{894}{10}\approx89,
\qquad
\lambda_{\rm eff}\approx89.4\times0.0735\ \mathrm{nm}\approx6.6\ \mathrm{nm}.
\]

This length lumps together scattering in the grains, at their boundaries and at the surfaces. It is an average over the line and does not exclude strongly scattering spots.

| Case | \(k_F\lambda\) | \(\lambda\) (nm) | \(\rho\) (µΩ cm) |
|---|---:|---:|---:|
| Bulk copper, rough | 530 | 39 | 1.7 |
| Narrow line, rough | 89 | 6.6 | 10 |
| \(\lambda=2\pi/k_F\) | 6.28 | 0.46 | 142 |
| \(\lambda=n^{-1/3}\) | 3.09 | 0.227 | 289 |
| \(\lambda=1/k_F\) | 1 | 0.0735 | 894 |

The three criteria lie above the line value by factors of about 14, 29 and 89. The lowest factor leaves room for considerable uncertainty in the rough line value. If the line's resistance is represented by uniform white-noise scattering, the width correction at fixed \(E_F\), \(\tfrac38g^2\), is about \(5\times10^{-5}\) of the Drude conductivity and vanishes at fixed density. The interference correction, of first order in \(g\), is larger, a decrease of roughly half a percent, and still small. The lines are poor conductors compared with bulk copper, but on average they remain far from the Mott-Ioffe-Regel scale.

### (d) Can narrowing alone reach the limit?

Consider a long round wire of diameter \(d\) whose walls scatter diffusely: electrons leave the wall with no memory of their drift. Let \(\lambda_0\) be the bulk mean free path and \(\theta\) the angle between the velocity and the wire axis. If \(L_\perp\) is the distance back to the wall, measured in the cross-section, the electron has travelled \(s=L_\perp/\sin\theta\) since leaving it.

Let \(h\) be the field-induced change in the distribution and \(h_0\) its bulk value, proportional to \(\cos\theta\). Along the path, the stationary Boltzmann equation reads \(dh/ds=(h_0-h)/\lambda_0\), with \(h=0\) at the wall. Its solution is \(h=h_0(1-e^{-s/\lambda_0})\). The axial current brings a second factor \(\cos\theta\), and the bulk average \(\langle\cos^2\theta\rangle=1/3\) fixes the normalization:

\[
\lambda_{\rm eff}=\lambda_0\left\langle3\cos^2\theta
\left(1-e^{-L_\perp/(\lambda_0\sin\theta)}\right)\right\rangle .
\]

The average runs over positions in the cross-section and over directions.

When \(\lambda_0\gg d\), the bracket tends to \(L_\perp/(\lambda_0\sin\theta)\), except for directions near the axis whose weight vanishes in the limit. The angular average is

\[
\left\langle\frac{3\cos^2\theta}{\sin\theta}\right\rangle
=\frac32\int_0^\pi\cos^2\theta\,d\theta=\frac{3\pi}{4}.
\]

For the mean of \(L_\perp\), fix a direction and divide the disc of radius \(a=d/2\) into parallel chords at offset \(b\), of length \(\ell=2\sqrt{a^2-b^2}\). The mean distance to one end of a chord is \(\ell/2\), so

\[
\langle L_\perp\rangle=\frac{1}{\pi a^2}\int_{-a}^{a}\frac{\ell^2}{2}\,db
=\frac{1}{\pi a^2}\,\frac{8a^3}{3}=\frac{4d}{3\pi}.
\]

The product of the two averages gives \(\lambda_{\rm eff}\to d\). Reaching \(k_F\lambda_{\rm eff}=1\) by surface scattering alone would need \(d\approx1/k_F\approx0.07\) nm, about a third of the atomic spacing. Even the criterion \(k_F\lambda=2\pi\) would need \(d\approx0.46\) nm, about two spacings. At such widths the transverse motion is quantized and the classical wire model has failed. It thus gives no route to the limit within its own range of validity.

For \(d=15\) nm and \(\lambda_0\approx39\) nm, Gauss-Legendre quadrature of the full average gives \(\lambda_{\rm eff}\approx10\) nm, or \(k_F\lambda_{\rm eff}\approx140\). The corresponding resistivity, computed from the unrounded path, is about 6 µΩ cm. In this round-wire model, fully diffuse surfaces would therefore account for roughly half of the rise from 1.7 to 10 µΩ cm. A line of the same width but greater height would have weaker surface scattering. The remainder cannot be assigned to one cause here, because the model omits grain boundaries and liners, and the line value is itself rough.
